\section*{Inferring a domain-wall creep barrier from two velocities}

\section*{Question}

I am working on field-driven domain-wall motion in an ultrathin Pt/Co/Pt film with perpendicular magnetization, the kind of film used to study racetrack memories. At a fixed temperature of 300 K the wall moves at $10^{-4}$ m/s in a field of 16 mT and at 1 m/s in 81 mT. I am told to assume the creep law with exponent one-quarter and a prefactor that does not depend on field, and to find the energy barrier at 16 mT in units of $kT$.

My attempt was to take the logarithm of the velocity ratio, $\ln 10^4 = 9.2$, and to call the barrier $9.2\,kT$. But the barrier has not disappeared at 81 mT, so I doubt that this is right. I also have no feeling for where the exponent comes from, or for whether the number I am asked for is a real energy that the wall has to climb. How should this be done?

\section*{Answer}

Your doubt is justified: $9.2\,kT$ is the amount by which the barrier drops between the two fields. The exponent tells you what fraction of the barrier that drop represents, and this is enough to find the barrier itself, within a convention that needs to be stated.

\subsection*{Setting up the law}

Let $H$ stand for the applied field expressed as $\mu_0H$ in mT, and let $B(H)$ be the barrier divided by $kT$. The assumed law is
\begin{equation}
v(H)=v_0\,e^{-B(H)},\qquad B(H)=C\,H^{-1/4},
\label{law}
\end{equation}
with $v_0$ and $C$ independent of field. The temperature is the same in both measurements, so $C$ is the same number in both. Equation (\ref{law}) sets the barrier to zero at infinite field. That is a choice of reference, and I return to it below because it has a large effect on the meaning of the answer.

\subsection*{Where the exponent one-quarter comes from}

The wall in a thin film is an elastic line moving in a plane that contains weak, random, short-range pinning. Consider a segment of length $L$ whose end is displaced sideways by $x$. Stretching the line costs an elastic energy proportional to $x^2/L$. The gain comes from finding better pinning sites. For this two-dimensional problem I take over one known result without deriving it: at fixed $L$, the lowest pinning energy varies with the end position like a random walk, so its typical variation over a distance $x$ is proportional to $x^{1/2}$. This holds while $x$ is small compared with the distance over which the line wanders; at larger $x$ the variation levels off. The estimate below uses it up to that distance, which is enough to fix exponents but not numerical factors. The line wanders until cost and gain are comparable:
\begin{equation}
\frac{x^2}{L}\sim x^{1/2}
\;\Rightarrow\; x^{3/2}\sim L
\;\Rightarrow\; x\sim L^{2/3},
\qquad
\text{energy}\sim x^{1/2}\sim L^{1/3}.
\label{rough}
\end{equation}

These two exponents can be tested on a lattice. Take a line with one end fixed and the other free, which moves half a site left or right at each step and collects an independent random energy at each site (here the negative of an exponentially distributed number). Finding the line of lowest energy for 3000 random samples, with lengths from 32 to 256 sites, gives a wandering exponent of 0.69 and an energy exponent of 0.35. Both lie about 0.02 above the theoretical $2/3$ and $1/3$. Most of this excess comes from the finite lengths, since the sampling noise in either exponent is only about 0.01. The size and sign of this finite-length deviation depend on the distribution of site energies: uniformly distributed energies give about 0.66 and 0.30 for the same lengths. The result is well away from the wandering exponent $1/2$ of a free random walk.

Now let the field push a segment of length $L$ forward by its typical width $w\propto L^{2/3}$. The field energy gained is proportional to $H$ times the swept area $Lw\propto L^{5/3}$. Assume further that the barriers between neighbouring favourable positions scale with length in the same way as the energy fluctuations, as $L^{1/3}$. The energy of the moving segment is then
\begin{equation}
F(L)=aL^{1/3}-bHL^{5/3},
\label{F}
\end{equation}
with positive constants $a$ and $b$. For small $L$ the first term wins and $F$ rises; for large $L$ the second wins and $F$ falls. The barrier is the maximum in between:
\begin{equation}
\frac{dF}{dL}=\frac{a}{3}L^{-2/3}-\frac{5}{3}bHL^{2/3}=0 .
\end{equation}
Multiplying by $3L^{2/3}$ gives $a=5bHL^{4/3}$, so the critical length is
\begin{equation}
L^*=\left(\frac{a}{5bH}\right)^{3/4}.
\label{Lstar}
\end{equation}
The same condition says $bHL^{*\,5/3}=\tfrac15 aL^{*\,1/3}$. Inserting this in (\ref{F}),
\begin{equation}
F(L^*)=\left(1-\frac15\right)aL^{*\,1/3}
=\frac45\,a\left(\frac{a}{5bH}\right)^{1/4}\propto H^{-1/4}.
\end{equation}
This is the barrier in (\ref{law}). In a weaker field a longer segment must move before the field energy pays for the pinning energy, and a longer segment meets a higher barrier.

\subsection*{From the velocity ratio to the barrier}

Write $H_1=16$ mT, $H_2=81$ mT and $R=v(H_2)/v(H_1)=10^4$. Dividing the two velocities removes $v_0$:
\begin{equation}
R=\frac{v_0e^{-B(H_2)}}{v_0e^{-B(H_1)}}=e^{B(H_1)-B(H_2)}
\;\Rightarrow\;
\ln R=B(H_1)-B(H_2).
\label{diff}
\end{equation}
This is one equation for two unknown barriers. The power law supplies the second:
\begin{equation}
\frac{B(H_2)}{B(H_1)}=\left(\frac{H_1}{H_2}\right)^{1/4}
=\left(\frac{16}{81}\right)^{1/4}=\frac23 .
\end{equation}
Substituting $B(H_2)=\tfrac23B(H_1)$ into (\ref{diff}) leaves $\ln R=\tfrac13B(H_1)$, and therefore
\begin{equation}
B(H_1)=\frac{\ln R}{1-(H_1/H_2)^{1/4}}=3\ln 10^4=3\times9.210=27.6 .
\label{answer}
\end{equation}
The barrier at 16 mT is $27.6\,kT$. At 81 mT it is two-thirds of this, $18.4\,kT$, and the difference is the $9.2\,kT$ you found. With $kT=25.85$ meV at 300 K, the barrier at 16 mT is $27.63\times25.85$ meV $=0.714$ eV.

As a check that does not use the closed formula, one can maximize (\ref{F}) numerically at both fields and adjust $a$ until the two maxima differ by $\ln 10^4$. The maximum at 16 mT then comes out at $27.63\,kT$, in agreement with (\ref{answer}).

Two limits help in reading the formula. If $H_2$ is made very large while $H_1$ stays fixed, the denominator tends to one and $B(H_1)\to\ln R$. Your first attempt would be correct in that limit, because the second field would have removed the whole barrier. If instead $H_2$ approaches $H_1$, both $\ln R$ and the denominator tend to zero. Differentiating $\ln v=\ln v_0-CH^{-1/4}$ gives
\begin{equation}
\frac{d\ln v}{d\ln H}=\frac14\,CH^{-1/4}=\frac{B(H)}{4},
\end{equation}
so the barrier is four times the local slope on a log-log plot. At 16 mT that slope is $27.6/4=6.9$: a field increase of 1\% raises the velocity by about 7\%.

\subsection*{Is this the energy the wall has to climb?}

Not necessarily. Look at the prefactor that the fit implies:
\begin{equation}
v_0=v(H_1)\,e^{B(H_1)}=10^{-4}\ \text{m/s}\times e^{3\ln 10^4}
=10^{-4}\times10^{12}\ \text{m/s}=10^{8}\ \text{m/s}.
\end{equation}
This is a third of the speed of light and cannot be the speed of a wall that has been freed from its pinning. The reason it can be so large is visible in (\ref{diff}): velocities at one temperature determine differences of barriers. For any constant $K$,
\begin{equation}
v_0\,e^{-B(H)}=\left(v_0e^{-K}\right)e^{-[B(H)-K]},
\label{shift}
\end{equation}
so a barrier lowered by $K$ at every field, with a prefactor reduced by $e^{-K}$, gives the same velocities.

A more physical reference is the depinning field $H_d$, at which the pinning barrier vanishes. The scaling model (\ref{F}) does not contain $H_d$: its maximum stays finite at every field, and is still about $17.5\,kT$ at 100 mT with the numbers above. The vanishing at $H_d$ is imposed by hand, so what follows is an effective barrier and not a derived one. Requiring $B(H_d)-K=0$ fixes $K=CH_d^{-1/4}$, and the barrier becomes
\begin{equation}
B'(H)=C\left(H^{-1/4}-H_d^{-1/4}\right).
\end{equation}
From (\ref{answer}), $C=27.63\times16^{1/4}=55.26$ in units of mT$^{1/4}$. Taking a rough value $H_d=100$ mT gives $K=55.26/100^{1/4}=17.48$, and
\begin{equation}
B'(H_1)=27.63-17.48\approx10.2,\qquad
B'(H_2)=18.42-17.48\approx0.9 .
\end{equation}
Before rounding, the difference is still $27.63-18.42=9.21$, as it must be, because $K$ cancels. The barrier at 16 mT is now about $10\,kT$, or 0.26 eV, and the prefactor is the velocity at the depinning field, 2.6 m/s, which is a believable wall speed. If $H_d$ is 150 mT instead, the barrier at 16 mT is $11.8\,kT$.

The answer to the exercise is therefore $27.6\,kT$ in the power-law convention of (\ref{law}). It describes how steeply the velocity depends on field. The velocities at one temperature do not fix the height that a pinned segment climbs. An effective barrier referred to depinning needs $H_d$ as well, and for the two depinning fields tried here it is less than half as large. Velocities at several temperatures carry further information, since the two forms respond differently to temperature if their prefactors are held fixed. Using that information requires knowing how $C$ and $H_d$ themselves change with temperature.

\subsection*{How firmly do the data fix the number?}

Equation (\ref{answer}) multiplies $\ln R$ by three, so it also multiplies errors in $\ln R$ by three. If the true velocity ratio were twice as large, the barrier would rise by $3\ln2=2.1$, to 29.7. If both fields were really 1 mT higher than recorded, it would be 28.3.

The exponent matters more. Replacing $1/4$ by $\mu$ in the denominator of (\ref{answer}) gives about 33 for $\mu=0.20$ and about 24 for $\mu=0.30$. A smaller exponent means that the barrier falls more slowly with field, so the same drop of 9.2 must be a smaller fraction of a larger barrier.

The constant prefactor is an assumption as well. Suppose that $v_0\propto H^p$. The velocity ratio then contains an extra factor $(H_2/H_1)^p$, and (\ref{diff}) becomes
\begin{equation}
\ln R=B(H_1)-B(H_2)+p\ln\frac{H_2}{H_1}
\;\Rightarrow\;
B(H_1)=3\left[\ln R-p\ln\frac{H_2}{H_1}\right].
\end{equation}
For an estimate of $p$, let each successful event advance the wall by the width of the critical segment, with a fixed attempt time. From (\ref{Lstar}), $w\propto L^{*\,2/3}\propto H^{-1/2}$, so $p=-1/2$. With $\ln(81/16)=1.62$ the barrier becomes $3\,(9.21+0.81)=30.1$, which is 9\% above the value for a constant prefactor.

Two velocities cannot test the exponent, because any positive $\mu$ can be made to fit them. A third one can. At 36 mT the law with exponent one-quarter gives $B=55.26/36^{1/4}=22.56$, and so
\begin{equation}
v(36\ \text{mT})=10^{-4}\ \text{m/s}\times e^{27.63-22.56}=0.016\ \text{m/s}.
\end{equation}
Suppose instead that the barrier varied as $1/H$. The same two velocities would then give $B(H_1)=11.48$, the barrier at 36 mT would be $11.48\times16/36=5.10$, and the velocity there would be $10^{-4}\,e^{11.48-5.10}=0.059$ m/s. The two predictions differ by a factor of almost four, with the prefactor held constant in both. The choice of reference in (\ref{shift}) has no influence on this comparison.

\subsection*{What changes in a real film or racetrack}

The velocities and fields here are round values meant to lie in the range of ultrathin Pt/Co/Pt films at room temperature, and a depinning field near 100 mT is a rough figure that varies from film to film; in a film where it lies below 81 mT the upper velocity is outside the creep regime and (\ref{answer}) does not apply. Here I keep 100 mT. With that figure, the assumption under most strain is that 81 mT belongs to the creep regime. The barrier left there is about $0.9\,kT$, whereas the picture of rare thermal jumps over a barrier requires a barrier well above $kT$. If you have the choice, take the upper field further below depinning and use several fields, so that a plot of $\ln v$ against $H^{-1/4}$ can show whether the points lie on a straight line.

A narrow track adds another condition. The derivation of the exponent needs a critical segment shorter than the width of the track. By (\ref{Lstar}) that segment is $(81/16)^{3/4}=3.4$ times longer at 16 mT than at 81 mT. A track wide enough at the upper field may thus be too narrow at the lower one, and a single exponent would then not connect your two velocities. Roughness of the track edges adds pinning that the model does not contain. The calculation also concerns a wall driven by a field; a wall driven by current needs its own relation between drive and barrier before (\ref{answer}) can be applied.

The numerical output below lists most of the values used here, some of them to more digits.

\section*{Calculated quantities}
\begin{verbatim}
Fields H1, H2: 16, 81 mT
Velocities at H1, H2: 1.0e-04, 1.0e+00 m/s
Velocity ratio R: 10000; ln R: 9.2103
Fourth roots of H1, H2: 2.0000, 3.0000 mT^(1/4)
Barrier ratio B(H2)/B(H1): 0.6667
Creep constant C: 55.26 mT^(1/4)
Barrier at 16 mT, formula: 27.631 kT
Barrier at 16 mT, maximized nucleus energy: 27.631 kT
Barrier at 81 mT: 18.421 kT
Temperature: 300 K; kT: 25.85 meV
Barrier at 16 mT: 0.714 eV; at 81 mT: 0.476 eV
Lattice line, samples: 3000; lengths: [32, 64, 128, 256] sites
Lattice line, wandering exponent: 0.687 (theory 0.667)
Lattice line, energy exponent: 0.352 (theory 0.333)
Nucleus length ratio, 16 to 81 mT: 3.375
Nucleus width ratio, 16 to 81 mT: 2.250
Prefactor v0, power-law convention: 1.00e+08 m/s
v0 divided by speed of light: 0.33
Depinning field, rough: 100 mT
Constant part removed, C*Hd^(-1/4): 17.48 kT
Barrier vanishing at Hd, at 16 mT: 10.16 kT = 0.263 eV
Barrier vanishing at Hd, at 81 mT: 0.95 kT
Prefactor in that convention, v(Hd): 2.57 m/s
Same barrier at 16 mT if Hd = 150 mT: 11.84 kT
Power-law barrier at 16 mT under changed assumptions:
  prefactor proportional to H^(-1/2): 30.06 kT
  exponent 0.20: 33.25 kT; exponent 0.30: 23.91 kT
  exponent 1: 11.48 kT
  both fields 1 mT higher: 28.32 kT
  velocity ratio doubled: 29.71 kT
Third field: 36 mT; barrier there: 22.56 kT
Velocity at 36 mT, exponent 1/4: 0.0159 m/s
Velocity at 36 mT, exponent 1: 0.0588 m/s
\end{verbatim}
